# Largest self-bias of equal rf sheaths from N cosine harmonics

## Two harmonics first

Two equal electrodes with equal sheaths face each other across a plasma. One is grounded; the other is driven through a blocking capacitor. A pure cosine gives no dc voltage between them, because its positive and negative half-cycles are alike. Now add a second harmonic, with amplitudes in the ratio 2:1 and sum \(A\):
\[
\phi=A\left(\tfrac23\cos x+\tfrac13\cos 2x\right),\qquad x=\omega t .
\]
With \(c=\cos x\) and \(\cos2x=2c^2-1\),
\[
\phi=\frac A3\,(2c^2+2c-1)=\frac A3\left[2\left(c+\tfrac12\right)^2-\tfrac32\right].
\]
On \(-1\le c\le1\) the maximum is \(A\), at \(c=1\), and the minimum is \(-A/2\), at \(c=-1/2\). The waveform has zero mean but unequal extremes.

Equal sheaths respond by shifting the powered electrode until the extremes of its total voltage are opposite. A shift \(\eta\) does this if \(A+\eta=-(-A/2+\eta)\), so \(\eta=-A/4\). The next part shows why the sheaths require this balance; after that, the number of harmonics is made general.

## From the sheaths to the bias

Let \(\phi(t)\) be the applied rf voltage, of zero mean, and \(\eta\) the dc voltage of the powered electrode relative to ground. The blocking capacitor is large enough for its rf voltage to be neglected. Let \(V_p\) and \(V_g\) be the potential drops from plasma to powered and to grounded electrode, both counted positive. Neglecting the voltage across the plasma bulk,
\[
\phi+\eta=V_g-V_p. \tag{1}
\]
The minus sign arises because a large \(V_p\) puts the powered electrode far below the plasma.

Each sheath contains positive space charge, \(Q_p\) or \(Q_g\). The model assumes:

- The sheaths are equal: \(V_p=f(Q_p)\) and \(V_g=f(Q_g)\), with the same increasing function \(f\) and \(f(0)=0\).
- The total \(Q_t=Q_p+Q_g\) is constant during a period.
- Each sheath collapses to zero charge at least once per period.

The third assumption idealizes a current balance. Ions reach both electrodes throughout the period. The capacitor passes no dc current, so in the steady state each electrode must collect as many electrons as ions. Electrons arrive in number only when the sheath drop is small. Setting that small drop to zero neglects the floating drop, which is restored below.

Equation (1) becomes
\[
\phi+\eta=f(Q_t-Q_p)-f(Q_p).
\]
The right side decreases as \(Q_p\) increases. Hence \(Q_p\) is smallest when \(\phi\) is largest. Since its smallest value is zero,
\[
\phi_{\max}+\eta=f(Q_t).
\]
At \(\phi_{\min}\), \(Q_p\) is largest and \(Q_g\) smallest. Then \(Q_g=0\), \(Q_p=Q_t\), and
\[
\phi_{\min}+\eta=-f(Q_t).
\]
Adding and subtracting these two equations gives
\[
\eta=-\frac{\phi_{\max}+\phi_{\min}}2,\qquad
f(Q_t)=\frac{\phi_{\max}-\phi_{\min}}2. \tag{2}
\]
The shape of \(f\) has dropped out of the bias.

Equal electrode areas do not by themselves make the sheaths equal, since the ion densities may differ. The bias itself can cause such a difference, because ions are accelerated more, and so thinned more, in the sheath with the larger mean drop. Let the maximum grounded drop be \(\varepsilon\) times the maximum powered drop \(V_m\). Then \(\phi_{\max}+\eta=\varepsilon V_m\) and \(\phi_{\min}+\eta=-V_m\). Eliminating \(V_m\) gives \(\phi_{\max}+\eta=-\varepsilon(\phi_{\min}+\eta)\), or
\[
\eta=-\frac{\phi_{\max}+\varepsilon\phi_{\min}}{1+\varepsilon}. \tag{3}
\]

## The Fejér kernel fixes the extremes

Take \(N\) cosine harmonics with amplitudes proportional to \(N-k+1\). Since \(\sum_{k=1}^N(N-k+1)=N(N+1)/2\), a summed amplitude \(A\) requires
\[
\phi=\sum_{k=1}^N\phi_k\cos kx,\qquad
\phi_k=\frac{2A(N-k+1)}{N(N+1)}. \tag{4}
\]
The maximum is \(A\), at \(x=0\), where all cosines equal one. To find the minimum, consider
\[
F(x)=\frac1{N+1}\left|\sum_{j=0}^N e^{ijx}\right|^2
=\frac1{N+1}\sum_{j,l=0}^N e^{i(j-l)x}\ge0 .
\]
The difference \(j-l=m\) occurs for \(N+1-|m|\) index pairs. Combining the terms \(m=k\) and \(m=-k\) into \(2\cos kx\) gives
\[
F(x)=1+\frac2{N+1}\sum_{k=1}^N(N+1-k)\cos kx. \tag{5}
\]
This is the Fejér kernel. Multiplying \(F-1\) by \(A/N\) reproduces (4), so
\[
\phi=\frac AN\,(F-1)\ge-\frac AN. \tag{6}
\]
The bound is reached where \(F=0\). For \(e^{ix}\ne1\) the geometric sum is \((e^{i(N+1)x}-1)/(e^{ix}-1)\), which vanishes at
\[
x_j=\frac{2\pi j}{N+1},\qquad j=1,\ldots,N .
\]
Thus \(\phi_{\max}=A\) and \(\phi_{\min}=-A/N\), and (2) gives
\[
\boxed{\eta=-\frac A2\left(1-\frac1N\right)=-\frac{N-1}{2N}A.} \tag{7}
\]

For \(N=1\) the bias is zero; for \(N=2\) it is \(-A/4\), as found at the start. As \(N\to\infty\) at fixed \(A\) it tends to \(-A/2\), with a remaining difference of \(A/(2N)\). In each period the powered sheath collapses once and the grounded sheath \(N\) times.

The bias can be reversed without changing any amplitude. Replacing \(\phi\) by \(-\phi\) exchanges the roles of the extremes and changes the sign of \(\eta\). A further time shift \(x\to x+\pi\) multiplies harmonic \(k\) by \((-1)^k\). The two operations together leave odd harmonics unchanged and invert even ones. Inverting the even harmonics therefore reverses the bias for \(N\ge2\).

## No other waveform with the same sum does better

Allow arbitrary amplitudes \(a_k\ge0\) and phases:
\[
\phi=\sum_{k=1}^N a_k\cos(kx+\theta_k),\qquad \sum_{k=1}^N a_k=A .
\]
Let \(x_0\) be a point where \(\phi=\phi_{\max}\). Add the values of \(\phi\) at the \(N+1\) points \(x_0+2\pi j/(N+1)\), \(j=0,\ldots,N\). Harmonic \(k\) contributes the real part of a multiple of
\[
\sum_{j=0}^N e^{2\pi ijk/(N+1)}=0,\qquad 1\le k\le N,
\]
because the ratio of this geometric series differs from one while its \((N+1)\)th power equals one. The values therefore sum to zero. The first is \(\phi_{\max}\) and each of the others is at least \(\phi_{\min}\), so
\[
\phi_{\max}=-\sum_{j=1}^N\phi\!\left(x_0+\frac{2\pi j}{N+1}\right)\le-N\phi_{\min}. \tag{8}
\]
Hence \(\phi_{\min}\le-\phi_{\max}/N\). With \(\phi_{\max}\le A\),
\[
-\eta=\frac{\phi_{\max}+\phi_{\min}}2
\le\frac{N-1}{2N}\phi_{\max}\le\frac{N-1}{2N}A .
\]
Applying the same argument to \(-\phi\) bounds a positive bias. Equation (7) is thus the largest bias magnitude for equal sheaths at given \(N\) and \(A\), within this model.

For \(N\ge2\) the waveform of largest negative bias is unique up to a time shift. Equality in (8) requires \(\phi=\phi_{\min}\) at all \(N\) points after the first. Each is a minimum, hence a double zero of \(\phi-\phi_{\min}\). Multiplied by \(e^{iNx}\), this difference is a polynomial of degree at most \(2N\) in \(e^{ix}\), so \(2N\) zeros fix it up to a factor. Its zero mean and the condition \(\phi_{\max}=A\) fix the rest.

Two numerical searches for \(N=4\) agree with this. A linear program that maximized the minimum of a cosine sum, with nonnegative amplitudes adding to \(A\), returned amplitudes \(0.4,0.3,0.2,0.1\) times \(A\). Among 4000 random waveforms, half of them near the optimum, the largest \(|\eta|/A\) was 0.3716, below the bound 0.375. Four equal amplitudes in cosine phase give \(\eta/A=-0.3101\).

## How the bias is shared between the sheaths

Mean sheath drops, unlike the bias, depend on \(f\). For a uniform ion density \(n_s\), a sheath of thickness \(s\) has charge per area \(\sigma=en_ss\). Its field rises linearly from zero at the plasma edge to \(\sigma/\epsilon_0\) at the electrode. The drop is the area of that triangle:
\[
V=\frac12\frac{\sigma}{\epsilon_0}s=\frac{\sigma^2}{2en_s\epsilon_0}. \tag{9}
\]
So \(f\) is quadratic. Put \(q=Q_p/Q_t\) and \(V_0=f(Q_t)\). From (2), \(V_0=A(N+1)/(2N)\), and (1) becomes
\[
\phi+\eta=V_0[(1-q)^2-q^2]=V_0(1-2q).
\]
Since \(\phi_{\max}+\eta=V_0\), we have \(V_0-\eta=\phi_{\max}=A\). Therefore
\[
q=\frac{A-\phi}{2V_0},\qquad 1-q=\frac{A/N+\phi}{2V_0},
\]
where the second form uses \(2V_0-A=A/N\). The mean square of the waveform is
\[
\langle\phi^2\rangle=\frac12\sum_{k=1}^N\phi_k^2
=\frac{2A^2}{N^2(N+1)^2}\,\frac{N(N+1)(2N+1)}6
=\frac{A^2(2N+1)}{3N(N+1)} .
\]
Because \(\langle\phi\rangle=0\), the cross terms vanish on averaging:
\[
\langle V_p\rangle=\frac{A^2+\langle\phi^2\rangle}{4V_0},\qquad
\langle V_g\rangle=\frac{A^2/N^2+\langle\phi^2\rangle}{4V_0}. \tag{10}
\]
Both sheaths have the same maximum drop, but for \(N\ge2\) the powered one stays expanded for most of the period. That is how equal sheaths acquire unequal mean drops.

## Restoring the floating drops

Let \(T_e\) be the electron temperature expressed as a voltage. For Maxwellian electrons, a drop \(V\) reduces the electron flux by \(e^{-V/T_e}\). The ion flux is taken as the Bohm flux \(e^{-1/2}n\sqrt{eT_e/M}\), and the unreduced electron flux is \(n\sqrt{eT_e/(2\pi m)}\). Equal mean losses require, at each electrode,
\[
\left\langle e^{-V/T_e}\right\rangle=r,\qquad
r=e^{-1/2}\sqrt{\frac{2\pi m}{M}} . \tag{11}
\]
Here \(m\) and \(M\) are the electron and ion masses. Secondary electrons are omitted. The presheath drop of about \(T_e/2\) between bulk and sheath edge is also left out of \(f\); in the example below this matters by about 1 V.

Let \(v_p\) and \(v_g\) be the smallest drops reached. For the quadratic law define \(S=\sqrt{f(Q_t)}\), with \(Q_t\) now determined by (11). Since \(\sqrt{V_p}+\sqrt{V_g}=S\), the two extremes obey
\[
\phi_{\max}+\eta=(S-\sqrt{v_p})^2-v_p=S^2-2S\sqrt{v_p},
\]
\[
\phi_{\min}+\eta=v_g-(S-\sqrt{v_g})^2=2S\sqrt{v_g}-S^2 .
\]
Adding them and comparing with (2) gives the shift from the ideal bias; subtracting them gives \(S\):
\[
\Delta\eta=S(\sqrt{v_g}-\sqrt{v_p}),\qquad
S^2=\frac{\phi_{\max}-\phi_{\min}}2+S(\sqrt{v_p}+\sqrt{v_g}). \tag{12}
\]

For \(N=4\) the grounded sheath has four collapses and the powered sheath one. The single maximum is also sharper: at a small phase distance \(d\), \(\phi\) falls by \(2.5Ad^2\), whereas near the minima it rises by about \(0.90Ad^2\) or \(0.35Ad^2\). With equal residual drops the grounded electrode would collect more electrons. Balance therefore needs \(v_g>v_p\), and \(\Delta\eta>0\) reduces the magnitude of the negative bias.

If \(v_p/T_e\) and \(v_g/T_e\) varied little, (12) would give a shift proportional to \(\sqrt{T_e}\) for small \(T_e/A\). Solving (11) for argon with \(N=4\) gives \(\Delta\eta/A=0.0176\), 0.0059 and 0.0021 at \(T_e/A=10^{-3}\), \(10^{-4}\) and \(10^{-5}\). The fall per decade is somewhat weaker than \(\sqrt{10}\). The factor \(S\) in (12) decreases with \(T_e\), which alone would make the fall stronger, so the weaker fall must come from a variation of those ratios.

These solutions do not impose complete collapse, so they test (2). At \(T_e/A=10^{-5}\) the bias is \(-0.3729A\), against the ideal \(-0.375A\). Replacing the quadratic law by \(f=A(u^2+0.5u^3)/1.5\), with \(u\) a scaled charge, gives \(-0.3722A\). For a quadratic law with \(\varepsilon=0.8\), the balance gives \(-0.4418A\) and (3) gives \(-0.4444A\).

The limit \(N\to\infty\) cannot be taken at fixed \(r\) without care. Because the exponential in (11) is at most one for \(V\ge0\), the powered sheath must spend at least about a fraction \(r\) of the period near collapse. A narrower peak could not supply enough electrons at nonnegative drop, and the model would fail. The limit \(T_e/A\to0\) at fixed \(N\) and \(r\) fails for the same reason, because the time spent near collapse shrinks with \(T_e/A\). For argon with \(N=4\) and (11) as written, this happens below \(T_e/A\approx4\times10^{-7}\). The threshold scales as \(r^4\), so it is sensitive to the flux model; counting the presheath drop \(T_e/2\) raises it to about \(3\times10^{-6}\). For equal sheaths, the ideal bias is therefore a good approximation for small \(T_e/A\) above that value, not a strict limit at fixed \(r\).

## An argon example

Take \(N=4\), \(A=400\) V and a fundamental of 13.56 MHz. The sheaths are first kept equal, with uniform ion density; the paragraph on unequal sheaths shows how much this assumption matters. Equation (4) gives amplitudes 160, 120, 80 and 40 V. The applied extremes are 400 V and \(-400/4=-100\) V, so
\[
\eta=-\frac{400-100}{2}\ \mathrm V=-150\ \mathrm V=-0.150\ \mathrm{kV}.
\]
The period is 73.75 ns. The powered sheath collapses at time zero, and the grounded sheath at 14.75, 29.5, 44.25 and 59 ns.

The ideal maximum drop is \((400+100)/2=250\) V for each sheath. For the quadratic law, \(\langle\phi^2\rangle=0.15A^2=24000\ \mathrm{V^2}\), and (10) gives
\[
\langle V_p\rangle=\frac{160000+24000}{1000}\ \mathrm V=184\ \mathrm V,\qquad
\langle V_g\rangle=\frac{10000+24000}{1000}\ \mathrm V=34\ \mathrm V .
\]
Their difference is the 150 V bias. Inverting the second and fourth harmonics exchanges these two means.

**Floating drops.** For \(T_e=3\) V, that is 3 eV electrons, argon has \(r=0.0056\). Equation (11) gives \(v_p=5.9\) V, \(v_g=12.4\) V and \(S^2=363.5\) V. Then
\[
\Delta\eta=\sqrt{363.5}\,\left(\sqrt{12.37}-\sqrt{5.94}\right)\mathrm V\approx21\ \mathrm V,
\]
and the bias becomes \(-129\) V. The shift is 14% of the ideal bias and several times \(T_e\), because \(S\) multiplies the difference of square roots. The value \(S^2\) is the drop that the whole charge would produce in one sheath; neither sheath reaches it, since neither empties completely. The means 184 and 34 V belong to the ideal model.

Constant \(Q_t\) is itself an approximation here. In one period the ions carry to each electrode about 5% of \(Q_t\) if their flux is \(n_s\sqrt{eT_e/M}\), or 11% if it is \(e^{-1/2}n_b\sqrt{eT_e/M}\). Electrons balance this loss only in short bursts, so \(Q_t\) varies within the period. Including that variation in the same sheath model makes the bias of \(-129\) V less negative by about 2 or 8 V, respectively.

**Bulk drop.** For bulk length \(L\), density \(n_b\), current density \(J\) and electron collision rate \(\nu\), the electron momentum equation gives
\[
V_b=\frac{mL}{n_be^2}\left(\frac{dJ}{dt}+\nu J\right).
\]
Take \(L=25\) mm, \(n_b=10^{10}\ \mathrm{cm^{-3}}\), \(n_s=3\times10^9\ \mathrm{cm^{-3}}\) and \(\nu=3.2\times10^7\ \mathrm{s^{-1}}\). With the current of the ideal model, the peak inertial and resistive drops are 3.8 and 0.5 V. The sheaths receive \(\phi-V_b\), whose extremes shift the bias by \(-1.2\) V.

**Unequal sheaths.** Equation (3) gives \(-163\) V for \(\varepsilon=0.9\) and \(-138\) V for \(\varepsilon=1.1\). A 10% inequality thus moves the bias by 12 to 13 V.

The inequality in such a discharge can be much larger. Ions gain more speed in the powered sheath, where the mean drop is larger. At equal ion flux their density is then lower there, and the same charge produces a larger drop. This lowers \(\varepsilon\) and makes the bias more negative, which in turn increases the difference. As an estimate, let ions enter both sheaths with density \(n_s\) and speed \(\sqrt{eT_e/M}\) and be accelerated by the mean field. With the floating drops included, the bias is then about \(-236\) V without ion collisions and roughly \(-220\) V with a mean free path of 3.1 mm, instead of \(-129\) V; the collisional value depends by several volts on how the friction is modelled, and a mean free path of 8.5 mm gives about \(-230\) V. The values for equal sheaths illustrate the model; they do not predict the bias of this discharge.

## Beside a real reactor

The parameters are rough values for a low-pressure argon discharge of the kind used in etching, at 10 mTorr and a gas temperature of 300 K. The densities are chosen, not calculated from the absorbed power. In a reactor whose grounded surface is larger than the powered electrode, the sheaths need not be equal. If this makes \(\varepsilon<1\), (3) gives a more negative bias for this waveform; \(\varepsilon=0.9\) already moves it by 13 V. The floating-drop shift of 21 V has the opposite sign. These estimates were made separately, and their sum need not be the combined shift.

The ion plasma frequency in the sheath is 0.13 of the fundamental, so ions respond mainly to the mean field. Their mean free path is about 3.1 mm for an assumed cross section of \(10^{-18}\ \mathrm{m^2}\), and about 8 to 9 mm for charge exchange at 100 to 250 eV, where the cross section is a little under \(4\times10^{-19}\ \mathrm{m^2}\), while (9) gives a maximum sheath thickness of 3.0 mm, and the estimate with accelerated ions gives 6 to 7 mm for the powered sheath. Collisions are therefore not negligible, and 184 V should not be read as the energy of every arriving ion.

A uniform electrode voltage is a further assumption. The electric field occupies mainly the sheaths, of total thickness \(s_t\), while the magnetic field fills the gap \(L+s_t\). Capacitance per area \(\epsilon_0/s_t\) and inductance per square \(\mu_0(L+s_t)\) give a radial wavenumber \(\kappa=(N\omega/c)\sqrt{(L+s_t)/s_t}\) for the highest harmonic. Its standing wave follows the Bessel function \(J_0(\kappa R)\). At radius \(R=50\) mm the centre-to-edge fall is 0.7%. For small \(\kappa R\) it grows as \(R^2\), so a large electrode needs its own estimate.

The amplitudes and phases in (4) are those at the electrode. A matching network that alters them changes the extremes, and (2) must then be used with the actual waveform. Further values are in the numerical output.

## Computed values

```
N, max/A, min/A, bias/A (from computed extrema)
  1  1.0000  -1.0000  -0.0000
  2  1.0000  -0.5000  -0.2500
  3  1.0000  -0.3333  -0.3333
  4  1.0000  -0.2500  -0.3750
  5  1.0000  -0.2000  -0.4000
  6  1.0000  -0.1667  -0.4167
Particle-balance bias/A, N=4, te/A=1e-5, cubic part 0.0: -0.37286
Particle-balance bias/A, N=4, te/A=1e-5, cubic part 0.5: -0.37223
Bias shift/A from floating drops, te/A=1e-03: 0.01760
Bias shift/A from floating drops, te/A=1e-04: 0.00590
Bias shift/A from floating drops, te/A=1e-05: 0.00214
Bias/A at eps=0.8: balance -0.4418, formula -0.4444
Best amplitudes/A by linear program: [0.4 0.3 0.2 0.1]
Largest |bias|/A in 4000 random waveforms: 0.3716
Bias/A with four equal amplitudes: -0.3101
Example: N=4, A=400 V, fundamental 13.56 MHz
Harmonic amplitudes (V): [160. 120.  80.  40.]
Applied maximum 400.0 V, minimum -100.0 V
Ideal self-bias: -150.00 V = -0.1500 kV
Rf period: 73.75 ns; powered collapse at 0 ns
Grounded collapse times (ns): [14.75 29.5  44.25 59.  ]
Maximum drop of each sheath: 250.0 V
Mean drops: powered 184.0 V, grounded 34.0 V
Electron temperature: 3.0 eV; ion/electron loss ratio 0.00563
Residual drops: powered 5.94 V, grounded 12.37 V
Self-consistent f(Q_t): 363.5 V
Bias with floating drops: -129.4 V (shift 20.6 V)
Densities (cm^-3): bulk 1.0e+10, sheath 3.0e+09
Bulk length 25 mm, pressure 10 mTorr, gas 300 K
Maximum sheath thickness: 3.03 mm
Electron collision rate: 3.22e+07 1/s
Peak bulk drops: inertia 3.76 V, resistance 0.47 V
Bias shift from bulk drop: -1.19 V
Bias at eps=0.9: -163.2 V (shift -13.2 V)
Bias at eps=1.1: -138.1 V (shift 11.9 V)
Ion plasma frequency / drive frequency: 0.134
Ion mean free path: 3.11 mm
Centre-to-edge voltage fall, harmonic 4, radius 50 mm: 0.74 %
```
